# Energy conservation in Ehrenfest dynamics with plane waves and PAW

Electrons described by time-dependent orbitals move together with classical ions. This problem asks which ionic forces conserve the total energy when the electrons are far from their ground state, first in a fixed plane-wave basis and then in the projector augmented-wave (PAW) method. Hartree atomic units are used.

The orbitals $\psi_n$ have fixed occupations $f_n$ and obey $i\dot\psi_n=H\psi_n$. The energy $E[\{\psi\},R]$ contains the electronic energy and the ion-ion repulsion, but not the ionic kinetic energy. The label $a$ runs over all ionic coordinates, with masses $M_a$ and $\partial_a=\partial/\partial R_a$. The Hamiltonian is the derivative of the energy,

$$\frac{\partial E}{\partial\psi_n^*}=f_nH\psi_n ,\qquad H=H^\dagger .$$

The functional is adiabatic: $E$ depends on the orbitals at the same instant, without memory. There is no external time-dependent field.

## (a) Fixed plane waves

Expand the orbitals in a fixed set of plane waves in a fixed cell. Let the ions move under the explicit derivative of $E$ at fixed coefficients, $M_a\ddot R_a=-\partial_aE$. Find the rate of change of $E_{\rm tot}=E+\frac12\sum_aM_a\dot R_a^2$, and state where the electronic state matters.

**Solution.** Let $c_n$ be the column of coefficients, and let $H$ now denote the Hamiltonian matrix within the chosen set. The basis does not depend on $R$, so projecting the orbital equation gives $i\dot c_n=Hc_n$. The energy changes through the coefficients and through the ions:

$$\dot E=\sum_nf_n\,2\,{\rm Re}(\dot c_n^\dagger Hc_n)+\sum_a\dot R_a\,\partial_aE .$$

From $\dot c_n=-iHc_n$ and $H=H^\dagger$ follows $\dot c_n^\dagger=ic_n^\dagger H$. Hence

$$2\,{\rm Re}(\dot c_n^\dagger Hc_n)=2\,{\rm Re}(i\,c_n^\dagger H^2c_n)=0,$$

because $c_n^\dagger H^2c_n=|Hc_n|^2$ is real. The ionic kinetic energy changes at the rate $\sum_aM_a\dot R_a\ddot R_a=-\sum_a\dot R_a\partial_aE$. The sum is

$$\dot E_{\rm tot}=0 .$$

The electronic state does not matter: the orbitals may be any superposition, and the cutoff may be poor. The argument needs only that the same finite-basis energy supplies both the matrix $H$ and the force.

If the ions enter through a local or norm-conserving nonlocal potential $V(R)$, the force is the plain Hellmann-Feynman expression

$$-\partial_aE=-\sum_nf_n\langle\psi_n|\partial_aV|\psi_n\rangle-\partial_aE_{\rm ion\text{-}ion}.$$

In Born-Oppenheimer dynamics the same force has a different justification. There the orbitals are functions of $R$, and their response contributes $\sum_nf_n2{\rm Re}\langle\partial_a\psi_n|H\psi_n\rangle$. For eigenstates this equals $\sum_nf_n\varepsilon_n\partial_a\langle\psi_n|\psi_n\rangle=0$. In Ehrenfest dynamics the equation of motion replaces the eigenvalue equation in removing the orbital contribution.

A time-dependent external field adds its own power $\partial E/\partial t$. A functional with memory is outside the proof, because its potential is not the derivative of an instantaneous energy. A moving cell changes the basis, and a finite time step leaves an integration error.

## (b) The electronic equation in PAW

In PAW the all-electron orbital is $\psi_n=T(R)c_n$, where $c_n$ holds the plane-wave coefficients of the smooth orbital and $T$ moves with the ions. Define

$$S=T^\dagger T,\quad \tilde H=T^\dagger HT,\quad T_a=\partial_aT,\quad D_a=T^\dagger T_a .$$

Derive the equation for $c_n$ and examine the conservation of orthonormality.

**Solution.** The product rule gives

$$\dot\psi_n=T\dot c_n+\sum_a\dot R_aT_ac_n .$$

Insert this into $i\dot\psi_n=H\psi_n$ and multiply by $T^\dagger$:

$$iS\dot c_n+i\sum_a\dot R_aD_ac_n=\tilde Hc_n .$$

Therefore

$$iS\dot c_n=\Big(\tilde H-i\sum_a\dot R_aD_a\Big)c_n .$$

The extra velocity term is $-i\sum_a\dot R_aT^\dagger\partial_aT$. It accounts for the change of the all-electron orbital when the augmentation moves while the coefficients stand still.

To follow the overlaps, write the equation and its adjoint as

$$S\dot c_n=-i\tilde Hc_n-\sum_a\dot R_aD_ac_n,\qquad
\dot c_m^\dagger S=ic_m^\dagger\tilde H-\sum_a\dot R_ac_m^\dagger D_a^\dagger .$$

In the derivative of $c_m^\dagger Sc_n$ the two $\tilde H$ terms cancel, leaving

$$\frac{d}{dt}(c_m^\dagger Sc_n)=\sum_a\dot R_a\,c_m^\dagger(\partial_aS-D_a-D_a^\dagger)c_n .$$

Differentiating $S=T^\dagger T$ gives $\partial_aS=T_a^\dagger T+T^\dagger T_a=D_a^\dagger+D_a$, so the right side vanishes. If the velocity term is omitted, the electron number $N=\sum_nf_nc_n^\dagger Sc_n$ changes instead at the rate

$$\dot N=\sum_a\dot R_a\sum_nf_nc_n^\dagger(\partial_aS)c_n .$$

## (c) The energy balance in PAW

Use the equation of part (b). Does the force $-\partial_aE|_c$, taken at fixed coefficients, still conserve $E_{\rm tot}$? If not, find the missing power.

**Solution.** The chain rule gives $\partial E/\partial c_n^*=T^\dagger f_nHTc_n=f_n\tilde Hc_n$. Thus

$$\dot E=\sum_nf_n2{\rm Re}(c_n^\dagger\tilde H\dot c_n)+\sum_a\dot R_a\partial_aE|_c .$$

Substitute $\dot c_n=-iS^{-1}\tilde Hc_n-\sum_a\dot R_aS^{-1}D_ac_n$. The first part contributes $2{\rm Re}(-ic_n^\dagger\tilde HS^{-1}\tilde Hc_n)=0$, since $\tilde HS^{-1}\tilde H$ is Hermitian. The second part remains. Taking the complex conjugate inside the real part, we obtain

$$\dot E=\sum_a\dot R_a\big(\partial_aE|_c-W_a\big),\qquad
W_a=\sum_nf_n2{\rm Re}(c_n^\dagger D_a^\dagger S^{-1}\tilde Hc_n).$$

With the force $-\partial_aE|_c$ alone, $\dot E_{\rm tot}=-\sum_a\dot R_aW_a$, which is in general not zero. The velocity term in the electronic equation therefore needs the partner force $W_a$ on the ions.

If both are left out, the energy is conserved but the electron number is not. Energy conservation by itself does not show that the PAW equations are complete.

## (d) The complete force

The energy balance fixes only the total power, so a force that does no work could still be missing. Derive the complete force from the Lagrangian

$$L=\sum_nf_n{\rm Re}\langle\psi_n|i\dot\psi_n\rangle-E+\tfrac12\sum_aM_a\dot R_a^2,\qquad \psi_n=Tc_n ,$$

and find what the additional force protects.

**Solution.** For variations that vanish at the end times, integration by parts gives

$$\delta\!\int{\rm Re}\langle\psi_n|i\dot\psi_n\rangle dt=\int2{\rm Re}\langle\delta\psi_n|i\dot\psi_n\rangle dt .$$

Indeed, ${\rm Re}\langle\psi_n|i\delta\dot\psi_n\rangle$ becomes $-{\rm Re}\langle\dot\psi_n|i\delta\psi_n\rangle$, which equals ${\rm Re}\langle\delta\psi_n|i\dot\psi_n\rangle$ after conjugation. With the residual $r_n=i\dot\psi_n-H\psi_n$, the variation of the action is

$$\int dt\Big[\sum_nf_n2{\rm Re}\langle\delta\psi_n|r_n\rangle-\sum_a(\partial_aE|_\psi+M_a\ddot R_a)\delta R_a\Big].$$

The allowed variations are $\delta\psi_n=T\delta c_n+\sum_aT_ac_n\delta R_a$. Free $\delta c_n$ requires $T^\dagger r_n=0$, which is the equation of part (b). Free $\delta R_a$ requires

$$M_a\ddot R_a=-\partial_aE|_\psi+\sum_nf_n2{\rm Re}\langle T_ac_n|r_n\rangle .$$

Let $Q=1-TS^{-1}T^\dagger$, the projector onto states outside the range of $T$. It satisfies $QT=0$, and $T^\dagger r_n=0$ implies $r_n=Qr_n$. Hence

$$r_n=i\sum_b\dot R_bQT_bc_n-QH\psi_n .$$

The first term, with $2{\rm Re}(iz)=-2{\rm Im}\,z$, yields the force $\sum_bG_{ab}\dot R_b$, where

$$G_{ab}=-2\,{\rm Im}\sum_nf_n\langle T_ac_n|Q|T_bc_n\rangle .$$

For the second term, use the chain rule

$$\partial_aE|_c=\partial_aE|_\psi+\sum_nf_n2{\rm Re}\langle T_ac_n|H\psi_n\rangle .$$

The part of $Q$ containing $TS^{-1}T^\dagger$ gives $\langle T_ac_n|TS^{-1}T^\dagger H\psi_n\rangle=c_n^\dagger D_a^\dagger S^{-1}\tilde Hc_n$. The complete force is consequently

$$M_a\ddot R_a=-\partial_aE|_c+W_a+\sum_bG_{ab}\dot R_b .$$

Since $Q$ is Hermitian, exchanging $a$ and $b$ conjugates the matrix element, and $G_{ab}=-G_{ba}$. Its power $\sum_{ab}\dot R_aG_{ab}\dot R_b$ is zero. Part (c) then gives $\dot E_{\rm tot}=0$ for arbitrary orbitals.

To see what $G$ protects, take one spatial direction, let $p$ be the electron momentum operator, and suppose that $E$ is unchanged by a common translation. Shifting every ion by $\epsilon$ and each $c_n$ by $-i\epsilon pc_n$ changes $\psi_n$ by $-i\epsilon p\psi_n$, because $T$ is carried along with the ions. This is an allowed variation. Inserting it into the stationarity condition gives

$$-\frac{d}{dt}\sum_nf_n\langle\psi_n|p|\psi_n\rangle-\sum_aM_a\ddot R_a=0 .$$

The first term comes from $2{\rm Re}\langle-ip\psi_n|i\dot\psi_n\rangle=-2{\rm Re}\langle\psi_n|p\dot\psi_n\rangle$; the energy terms add up to the zero change of $E$ under translation. Total momentum is conserved by the complete force. Dropping a nonzero $G$ generally breaks this law without affecting energy conservation.

## (e) Limits and the role of $D_a$

Examine fixed plane waves, a complete PAW basis and stationary orbitals. Then decide whether conservation of energy and number determines $D_a$.

**Solution.** For fixed plane waves $T_a=0$. Then $D_a$, $W_a$ and $G_{ab}$ vanish, and part (a) is recovered.

If the range of $T$ is complete, $Q=0$. The force equation in terms of $r_n$ then reduces to $M_a\ddot R_a=-\partial_aE|_\psi$, the Hellmann-Feynman force of the all-electron Hamiltonian. The terms in $W_a$ undo the artificial dependence that arises from holding $c$ rather than $\psi$ fixed.

For generalized eigenstates, $\tilde Hc_n=\varepsilon_nSc_n$, and

$$W_a=\sum_nf_n\varepsilon_nc_n^\dagger(D_a+D_a^\dagger)c_n=\sum_nf_n\varepsilon_nc_n^\dagger(\partial_aS)c_n .$$

This is the overlap correction of a stationary PAW calculation. For a superposition of eigenstates with different energies, $S^{-1}\tilde Hc_n$ is not proportional to $c_n$, and replacing $\varepsilon_n$ by the mean energy is not justified.

The proofs in (b) and (c) used only $D_a+D_a^\dagger=\partial_aS$. Adding the same anti-Hermitian matrix to $D_a$ in the electronic equation and in $W_a$ preserves both laws. One may even use $D_a=\frac12\partial_aS$. Such a choice generally describes different dynamics: the Schrödinger equation fixes the anti-Hermitian part through $D_a=T^\dagger\partial_aT$.

## (f) The one-centre form

PAW uses partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ and projectors $p_i$ attached to an ion:

$$T=1+\sum_i(|\phi_i\rangle-|\tilde\phi_i\rangle)\langle p_i| .$$

The two sets are real and match smoothly at the augmentation sphere. Assume that inside the sphere $\sum_i\tilde\phi_i\langle p_i|\tilde\psi\rangle=\tilde\psi$, also for neighbouring ionic positions. Find $D_a$ in terms of one-centre integrals.

**Solution.** Write $b_i=\langle p_i|\tilde\psi\rangle$ and $\partial_ab_i=\langle\partial_ap_i|\tilde\psi\rangle$. A function attached to the ion obeys $\partial_a\phi_i=-\nabla_a\phi_i$, with $\nabla_a$ the spatial derivative along the direction of $R_a$. At fixed $\tilde\psi$,

$$T_a\tilde\psi=\sum_j(\phi_j\partial_ab_j-b_j\nabla_a\phi_j)-\sum_j(\tilde\phi_j\partial_ab_j-b_j\nabla_a\tilde\phi_j).$$

The second sum is the derivative of $\sum_j\tilde\phi_jb_j=\tilde\psi$ with respect to the ionic position. It vanishes because $\tilde\psi$ is held fixed.

Inside the sphere, another smooth function $\tilde\chi$ becomes $T\tilde\chi=\sum_i\phi_i\langle p_i|\tilde\chi\rangle$. Form the overlap with the first sum, then subtract the overlap of $\sum_i\tilde\phi_i\langle p_i|\tilde\chi\rangle$ with the vanishing second sum. The result is

$$D_a=\sum_{ij}|p_i\rangle q_{ij}\langle\partial_ap_j|-\sum_{ij}|p_i\rangle\kappa^a_{ij}\langle p_j| ,$$

$$q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle,\qquad
\kappa^a_{ij}=\langle\phi_i|\nabla_a\phi_j\rangle-\langle\tilde\phi_i|\nabla_a\tilde\phi_j\rangle ,$$

with all integrals over the sphere. The subtraction changes nothing under the completeness assumption, but it gives the standard PAW difference form.

The sum $\kappa^a_{ij}+\kappa^a_{ji}$ is the integral of $\nabla_a(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)$. It is a surface term and vanishes by matching. Since $q$ is symmetric, $D_a+D_a^\dagger$ is the derivative of $S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|$.

In the electronic equation the $\kappa$ part becomes $+i\dot R_a\kappa^a_{ij}$. With $p=-i\nabla$, this is $-\dot R_a$ times the difference of the all-electron and smooth momentum matrix elements. It corrects for motion of the augmentation through the electrons. If the partial waves are incomplete, the one-centre matrix is only an approximation to $T^\dagger\partial_aT$, and it can be a poor one for smooth functions that the partial waves do not describe well.

## (g) A numerical case

Apply the results to two ions and four electrons on a ring of length $10$ bohr. The ions have mass $200\,m_e$ and carry Gaussian wells of depths $2.0$ and $1.5$ Ha and width $0.6$ bohr. A contact energy $(g/2)\int n^2dx$, with $g=0.5$ Ha bohr, stands in for Hartree and exchange-correlation. The ion repulsion is $(U/2)[1+\cos(2\pi(R_1-R_2)/10\,{\rm bohr})]$ with $U=2.0$ Ha. The ions start at $2.5$ and $7.0$ bohr with velocities $0.08$ and $-0.05$ a.u. Follow them for $10$ a.u. and assess each PAW term.

**Solution.** Let $\chi_0,\ldots,\chi_3$ be the four lowest levels of the self-consistent ground-state Hamiltonian. The two doubly occupied starting orbitals are $(\chi_0+i\chi_2)/\sqrt2$ and $(\chi_1+\chi_3)/\sqrt2$, where each level carries the phase returned by diagonalising the complex plane-wave matrix, so the $\chi_j$ are not real functions. Written with real levels, the relative phases in the two mixtures are about $0.01\pi$ and $0.34\pi$, each up to the arbitrary sign of a real level. These signs matter: with the same two phases, another choice of signs gives an energy $1.98$ Ha above the ground state. A different numerical library may therefore return a different starting state. The state-dependent numbers below belong to the state of this run. Its energy lies $1.8685$ Ha, or $50.84$ eV, above the ground state; other phases give values between about $1.77$ and $2.13$ Ha and different forces, while the conservation laws do not depend on the choice. The energy spreads of the orbitals, $0.521$ and $0.514$ Ha, show that neither is an eigenstate of the Hamiltonian built from the starting density. A spread alone would not exclude a stationary density, because a unitary mixture of occupied ground-state levels also has one. Here $H$ carries the orbitals out of their own span, with a combined norm of $0.73$ Ha, so the state is not stationary.

With 21 plane waves the cutoff is $19.74$ Ha. The ionic kinetic energy starts at $\frac12(200)(0.08^2+0.05^2)=0.89$ Ha and changes by up to $0.411$ Ha, yet the total energy drifts by at most $6.1\times10^{-12}$ Ha. Every run with 11 waves starts from the same orbitals projected onto its smaller basis and orthonormalised again. With 11 plane waves, cutoff $4.93$ Ha, the drift is $7.2\times10^{-12}$ Ha. The final density nevertheless differs from the 21-wave result by $0.10$ electrons in integrated absolute difference; a difference of $0.075$ electrons is already present at the start, from the projection of the orbitals. Energy conservation does not certify basis convergence.

For PAW, each ion carries $\tilde\phi_0=\cos y$ and $\tilde\phi_1=\sin y$, with $y$ the signed displacement from the ion in bohr. The differences $\phi_i-\tilde\phi_i$ are $0.6w$ and $0.8yw$, where $w=[1-(y/1.2)^2]^4$ inside the radius $1.2$ bohr and zero outside. The projectors are proportional to $[1-(y/1.2)^2]^2\tilde\phi_i$ and dual to the smooth waves. These are chosen shapes, not solutions for an atom. The trajectories use the full operator $T$, with its functions expanded in the 21 waves, and not the one-centre approximation.

When $T$ acts on all 21 waves, it is invertible here and $Q=0$. The PAW trajectory then reproduces the plane-wave density to $6.7\times10^{-11}$ electrons. Replacing $D_a$ by $\frac12\partial_aS$ still conserves energy and number to within $10^{-11}$ in their units, but the density is wrong by $5.2\times10^{-3}$ electrons and momentum drifts by $7.6\times10^{-3}$ a.u.

With 11 waves, $Q\neq0$. This alone does not make $G$ nonzero: it still vanishes when all orbitals are real. For the complex orbitals used here it is nonzero, and its role can be tested along with the other terms. The largest drifts are:

| Terms used | Energy (Ha) | Electrons | Momentum (a.u.) |
|---|---:|---:|---:|
| all | $7.3\times10^{-12}$ | $1.6\times10^{-12}$ | $9.8\times10^{-13}$ |
| no $G$ | $7.3\times10^{-12}$ | $1.6\times10^{-12}$ | $1.3\times10^{-3}$ |
| $-\partial_aE\vert_c$, no velocity term | $6.8\times10^{-12}$ | $4.9\times10^{-2}$ | $0.20$ |
| velocity term, no $W$ or $G$ | $1.5\times10^{-2}$ | $1.6\times10^{-12}$ | $0.21$ |

The initial partner forces are $W=(0.05289,0.01976)$ Ha/bohr. These digits belong to the 21-wave expansion of the functions in $T$; with 41 waves the first component is smaller by $6\times10^{-4}$ Ha/bohr and the second by $1\times10^{-4}$ Ha/bohr. Leaving them out gives

$$\dot E_{\rm tot}=-[0.08(0.05289)-0.05(0.01976)]=-0.00324\ {\rm Ha/a.u.},$$

in agreement with direct differentiation of the energy along the motion. Using mean orbital energies in the stationary formula gives about $(0.11,0.00)$ Ha/bohr instead. These mean energies come from the Hamiltonian of the 21-wave starting density, whereas $W$ uses the density of the projected orbitals, but this is not the source of the gap: with the density of the projected orbitals the formula gives $(0.110,0.000)$ Ha/bohr.

Truncated PAW with all terms ends $0.28$ electrons from the 21-wave density, farther than the 11 plain waves. Almost all of this gap, $0.27$ electrons, is present at the start, when the orbitals are projected onto the range of $T$. In that range the lowest level of the ground-state Hamiltonian lies $0.022$ Ha too high, against $0.002$ Ha for the 11 plain waves. Its conservation laws hold, but its basis is poor for this problem.

The one-centre formula was tested on combinations of $e^{\pm iy}$, for which the two smooth partial waves are complete. Direct differentiation of $T$ and the formula both give the matrix element $0.511630-0.485644i$. The numerical output lists the remaining values.

## Table of computed values

```
ring length 10.0 bohr, ion mass 200.0 m_e, time 10.0 a.u.
well depths [2.  1.5] Ha, width 0.6 bohr
contact strength 0.5 Ha bohr, ion repulsion 2.0 Ha
start positions [2.5 7. ] bohr, velocities [ 0.08 -0.05] a.u.
plane waves: high 21, low 11
cutoffs: high 19.739 Ha, low 4.935 Ha
PAW radius 1.2 bohr, partial-wave k 1.0 1/bohr, amplitudes (0.6, 0.8)
excitation above ground state 1.8685 Ha = 50.84 eV
energy spread of start orbitals [0.5208 0.5138] Ha
Hellmann-Feynman forces at start [-1.24734  0.29398] Ha/bohr
largest force error vs finite difference 6.6e-09 Ha/bohr
PAW partner forces at start [0.05289 0.01976] Ha/bohr
same with mean energy times dS [ 1.1169e-01 -2.0000e-05] Ha/bohr
eigenstate-limit error 9.0e-10 Ha/bohr
dN/dt without velocity term: direct -0.044239, law -0.044239 1/a.u.
dE/dt without partner force: direct -0.003243, law -0.003243 Ha/a.u.
one-centre q diagonal [1.35457 0.22809] (bohr)
one-centre kappa_01 0.81703, kappa_10 -0.81703
D element: direct 0.511630-0.485644j, one-centre 0.511630-0.485644j
dS/dR element: direct 1.010925-0.899332j, D + D^dagger 1.010925-0.899332j
largest drifts: energy (Ha), electron number, momentum (a.u.)
  PW high cutoff: 6.1e-12, 3.6e-13, 4.4e-14
  PW low cutoff: 7.2e-12, 1.6e-12, 5.3e-13
  PAW complete, all terms: 6.3e-12, 3.7e-13, 4.3e-14
  PAW complete, D=dS/2: 6.7e-12, 3.9e-13, 7.6e-03
  PAW low, all terms: 7.3e-12, 1.6e-12, 9.8e-13
  PAW low, no G: 7.3e-12, 1.6e-12, 1.3e-03
  PAW low, no velocity term: 6.8e-12, 4.9e-02, 2.0e-01
  PAW low, no partner force: 1.5e-02, 1.6e-12, 2.1e-01
ionic kinetic energy change, PW high 0.4114 Ha
final positions, PW high [3.21118 6.59502] bohr
smallest ion distance, PW high 3.384 bohr
distance from PW high at end: position (bohr), density (electrons)
  PW low cutoff: 3.0e-04, 1.0e-01
  PAW complete, all terms: 2.7e-15, 6.7e-11
  PAW complete, D=dS/2: 1.7e-04, 5.2e-03
  PAW low, all terms: 3.7e-03, 2.8e-01
```
